# LMTO-ASA overlap and Hamiltonian matrices in a general representation: two derivations

In the atomic-sphere approximation (ASA) a linear muffin-tin orbital in the representation \(\alpha\) has, inside the spheres, the form

\[ \chi_{L'}=\sum_L\left[\phi_L\,\delta_{LL'}+\dot\phi^\alpha_L\,h_{LL'}\right],\qquad \dot\phi^\alpha_L=\dot\phi_L+o_L\,\phi_L , \]

and for Hermitian \(h\) its overlap and Hamiltonian matrices are

\[ O=(1+ho)(1+oh)+hph, \]
\[ H=h(1+oh)+(1+ho)E_\nu(1+oh)+hE_\nu p\,h . \]

Here \(L=Rlm\) labels site and angular momentum. The function \(\phi_L=\phi_l(E_\nu,r)Y_L\) solves the radial equation at a chosen energy \(E_{\nu l}\) and is normalised in its sphere at every energy, \(\dot\phi=\partial\phi/\partial E\), and \(p=\langle\dot\phi|\dot\phi\rangle\). The matrices \(o\), \(p\), \(E_\nu\) are real and diagonal, so they commute with each other but in general not with \(h\). The parameter \(p\) is the squared norm of \(\dot\phi\), not of \(\dot\phi^\alpha\), whose squared norm is \(p+o^2\).

## Conventions and the envelope

Rydberg units are used: the operator is \(\mathcal H=-\nabla^2+V\), with \(V\) local and spherical in each sphere of radius \(s\). The ASA defines every matrix element as a sum of integrals over the spheres, keeps \(l\le l_{\max}\), and discards the interstitial. Different \(L\) are then orthogonal, by site or by the spherical harmonics. The Wronskian at the boundary is \(W\{f,g\}=s^2(fg'-f'g)\); with \(u=rf\), \(v=rg\) it equals \(uv'-u'v\). The sign \(\doteq\) means equality of value and slope at \(r=s\).

The envelopes solve Laplace's equation, with radial parts \(K_l=(r/w)^{-l-1}\) and \(J_l=(r/w)^l/[2(2l+1)]\), where \(w\) is a fixed length. Since \(K'=-(l+1)K/r\) and \(J'=lJ/r\), \(W\{K,J\}=s(2l+1)KJ=w/2\). For \(J^\alpha=J-\alpha K\), with \(\alpha\) real and diagonal, \(W\{K,J^\alpha\}=w/2\) as well, because \(W\{K,K\}=0\).

The function \(K_{l'}Y_{L'}\) centred on one site is harmonic at the others and expands there as \(-\sum_L J_LY_LS^0_{LL'}\). With \(K\), \(J\) as rows of functions, \(K^0=K-JS^0\). The matrix \(S^0\) is symmetric for real harmonics: apply Green's identity to \(K^0_L\) and \(K^0_{L'}\) outside small spheres around their two sites. The surface at infinity gives nothing, since the integrand falls at least as \(r^{-3}\). The sphere of \(L\) gives \(W\{K,-JS^0_{LL'}\}=-(w/2)S^0_{LL'}\), the sphere of \(L'\) gives \(W\{-JS^0_{L'L},K\}=+(w/2)S^0_{L'L}\), and the sum vanishes. Bloch summation turns the symmetric matrix into a Hermitian \(S^0(\mathbf k)\) for \(\mathbf k\neq0\); the element \(S^0_{ss}\) diverges as \(-1/k^2\) when \(\mathbf k\to0\), because \(K_0\) falls only as \(1/r\).

Inserting \(J=J^\alpha+K\alpha\) gives \(K^0=K(1-\alpha S^0)-J^\alpha S^0\). Multiplying from the right by \((1-\alpha S^0)^{-1}\), assumed to exist,

\[ K^\alpha=K-J^\alpha S^\alpha,\qquad S^\alpha=S^0(1-\alpha S^0)^{-1}. \]

From \((1-S^0\alpha)S^0=S^0(1-\alpha S^0)\) it follows that \(S^\alpha=(1-S^0\alpha)^{-1}S^0=S^{\alpha\dagger}\). An LMTO is \(K^\alpha\) with each radial part replaced by the combination of \(\phi\) and \(\dot\phi\) of the same value and slope, so that the kinetic energy has no delta function at \(s\).

## First derivation: the orthogonal pair

**Properties of the pair.** Differentiating \((\mathcal H-E)\phi=0\) gives \((\mathcal H-E_\nu)\dot\phi=\phi\). Differentiating \(\langle\phi|\phi\rangle=1\) gives \(\langle\phi|\dot\phi\rangle=0\). With \(u=r\phi\) and \(U=V+l(l+1)/r^2\), the radial equations are \(u''=(U-E)u\) and \(\dot u''=(U-E)\dot u-u\), so \((u\dot u'-u'\dot u)'=-u^2\). Both functions vanish at the origin, hence \(W\{\phi,\dot\phi\}=-1\), and also \(W\{\phi,\dot\phi^\alpha\}=-1\) for any \(o\). The pair therefore matches any value and slope.

**The parameters \(o\) and \(h\).** The tails \(J^\alpha\) are to be carried by \(\dot\phi^\alpha\) alone, which requires \(W\{\dot\phi^\alpha,J^\alpha\}=0\):

\[ o=-\frac{W\{\dot\phi,J^\alpha\}}{N},\qquad N\equiv W\{\phi,J^\alpha\}\neq0 . \]

Write \(J^\alpha\doteq a\dot\phi^\alpha\). The Wronskian with \(\phi\) gives \(N=-a\), so \(J^\alpha\doteq-N\dot\phi^\alpha\). Write \(K\doteq b\phi+c\dot\phi^\alpha\). The Wronskian with \(\phi\) gives \(c=-W\{\phi,K\}\). The Wronskian with \(J^\alpha\) gives \(w/2=bN\). Therefore

\[ K^\alpha_{L'}\doteq\sum_L\Big[\frac{w}{2N_L}\phi_L\delta_{LL'}+\dot\phi^\alpha_L\big(-W\{\phi,K\}_L\delta_{LL'}+N_LS^\alpha_{LL'}\big)\Big]. \]

Multiplying column \(L'\) by \(2N_{L'}/w\) produces \(\chi=\phi+\dot\phi^\alpha h\) with

\[ h=\frac2w\left[-W\{\phi,K\}N+NS^\alpha N\right]\equiv C-E_\nu+\sqrt\Delta\,S^\alpha\sqrt\Delta ,\qquad \sqrt\Delta=N\sqrt{2/w}. \]

This normalisation places a factor \(N\) on each side of \(S^\alpha\), which makes \(h\) Hermitian.

**Overlap.** Substituting \(\dot\phi^\alpha=\dot\phi+\phi o\) gives \(\chi=\phi A+\dot\phi B\) with \(A=1+oh\), \(B=h\). The cross terms vanish by orthogonality, so \(O=A^\dagger A+B^\dagger pB\). With \(A^\dagger=1+ho\) and \(B^\dagger=h\) this is the stated overlap.

**Hamiltonian.** The operator acts to the right: \(\mathcal H\phi=\phi E_\nu\) and \(\mathcal H\dot\phi=\dot\phi E_\nu+\phi\), with the energy of the channel in which the function lives. Thus

\[ \mathcal H\chi=\phi\,(E_\nu A+B)+\dot\phi\,E_\nu B, \]
\[ H=A^\dagger E_\nu A+A^\dagger B+B^\dagger pE_\nu B . \]

The middle term is \((1+ho)h=h+hoh=h(1+oh)\), which completes the result.

**Hermiticity.** Within one sphere \(\mathcal H\) is not Hermitian on this pair: \(\langle\phi|\mathcal H-E_\nu|\dot\phi\rangle=1\) while \(\langle\dot\phi|\mathcal H-E_\nu|\phi\rangle=0\), the difference being the surface term \(-W\{\phi,\dot\phi\}\). For the orbitals, \(H-H^\dagger=A^\dagger B-B^\dagger A\). For general \(h\) this equals \((h+h^\dagger oh)-(h^\dagger+h^\dagger oh)=h-h^\dagger\). The surface terms summed over the spheres cancel precisely when \(h\) is Hermitian, which the symmetry of \(S^0\) guarantees.

## Second derivation: a two-energy kernel

This route evaluates no radial integral. Rescale the partial wave so that its Wronskian with \(J^\alpha\) does not depend on energy:

\[ \phi^\alpha(E)=\phi(E)\,\frac{N}{N(E)},\qquad N(E)=W\{\phi(E),J^\alpha\},\quad N=N(E_\nu). \]

Then \(\phi^\alpha(E_\nu)=\phi\), and the derivative at \(E_\nu\) is \(\dot\phi-(\dot N/N)\phi\), the same \(\dot\phi^\alpha\) as before because \(\dot N=W\{\dot\phi,J^\alpha\}\). Define the potential function \(P(E)=W\{\phi(E),K\}/W\{\phi(E),J^\alpha\}\), which does not depend on normalisation. Writing \(\phi^\alpha(E)\doteq aK+bJ^\alpha\), the Wronskian with \(J^\alpha\) gives \(N=aw/2\), and the Wronskian with \(K\) gives \(NP(E)=-bw/2\):

\[ \phi^\alpha(E)\doteq\frac{2N}{w}\left[K-P(E)J^\alpha\right]. \]

For two regular solutions \(u_1,u_2\) at energies \(E,E'\), \((u_1u_2'-u_1'u_2)'=(E-E')u_1u_2\). The Wronskian of the boundary forms is \((2N/w)^2[-P(E')+P(E)]\,w/2\), so

\[ G(E,E')\equiv\langle\phi^\alpha(E)|\phi^\alpha(E')\rangle=\frac{2N^2}{w}\,\frac{P(E)-P(E')}{E-E'} . \]

The condition \(G(E_\nu,E_\nu)=1\) fixes \(\dot P=w/(2N^2)=1/\Delta\). With \(x=E-E_\nu\), \(y=E'-E_\nu\), and \((x^2-y^2)/(x-y)=x+y\), \((x^3-y^3)/(x-y)=x^2+xy+y^2\),

\[ G=1+\frac{\ddot P}{2\dot P}(x+y)+\frac{\dddot P}{6\dot P}(x^2+xy+y^2)+\dots \]

A derivative \(\partial_x\) at \(x=0\) turns the bra into \(\dot\phi^\alpha\), and \(\partial_y\) does so for the ket. Hence \(\langle\phi|\dot\phi^\alpha\rangle=\ddot P/2\dot P\), which equals \(o\) since \(\langle\phi|\dot\phi+o\phi\rangle=o\), and \(\langle\dot\phi^\alpha|\dot\phi^\alpha\rangle=\dddot P/6\dot P\equiv q\). The Hamiltonian kernel is \((E_\nu+y)G\), because the ket is an eigenfunction at \(E'\). Its value and derivatives at \(x=y=0\) are

\[ \langle\phi|\mathcal H|\phi\rangle=E_\nu,\quad \langle\phi|\mathcal H|\dot\phi^\alpha\rangle=1+E_\nu o,\quad \langle\dot\phi^\alpha|\mathcal H|\phi\rangle=E_\nu o,\quad \langle\dot\phi^\alpha|\mathcal H|\dot\phi^\alpha\rangle=o+E_\nu q . \]

The matrix \(h\) follows from the same boundary form. Its derivative gives \(\dot\phi^\alpha\doteq-(2N/w)\dot PJ^\alpha=-J^\alpha/N\), and its value gives \(K\doteq(w/2N)\phi+PJ^\alpha\). Then \(K-J^\alpha S^\alpha\doteq\phi\,(w/2N)+\dot\phi^\alpha N(S^\alpha-P)\), and after the column scaling, for \(N>0\),

\[ h=\dot P^{-1/2}(S^\alpha-P)\dot P^{-1/2} . \]

This agrees with the first form since \(W\{\phi,K\}=PN\). Assembling \(\chi=\phi+\dot\phi^\alpha h\),

\[ O=1+oh+ho+hqh, \]
\[ H=E_\nu+(1+E_\nu o)h+hE_\nu o+h(o+E_\nu q)h . \]

Set \(q=o^2+p\). The overlap becomes \(1+oh+ho+ho^2h+hph\), and the first four terms are \((1+ho)(1+oh)\). In \(H\), the terms \(h+hoh\) form \(h(1+oh)\), the terms \(E_\nu+E_\nu oh+hoE_\nu+hoE_\nu oh\) form \((1+ho)E_\nu(1+oh)\), and \(hE_\nu ph\) remains.

That \(q-o^2\) is the \(p\) of the first route can be checked at the boundary. Differentiating \(W\{\phi,\dot\phi\}=-1\) gives \(W\{\phi,\ddot\phi\}=0\), so \(\ddot\phi\doteq c\phi\) and \(W\{\dot\phi,\ddot\phi\}=c\). From \(\ddot u''=(U-E)\ddot u-2\dot u\) one finds \((\dot u\ddot u'-\dot u'\ddot u)'=-2\dot u^2+u\ddot u\). Differentiating \(\langle\phi|\dot\phi\rangle=0\) gives \(\langle\phi|\ddot\phi\rangle=-p\), so \(c=-3p\) and \(\ddot N=-3pN\). Since \(E_\nu\) was arbitrary and \(\phi\) is normalised at every energy, \(\dot P(E)=(w/2)N(E)^{-2}\) holds for all \(E\). Differentiating it twice gives \(\dddot P=3w\dot N^2N^{-4}-w\ddot NN^{-3}\), and division by \(6\dot P=3wN^{-2}\) yields \(q=(\dot N/N)^2-\ddot N/3N=o^2+p\).

## What each derivation assumes

Both use the ASA sum over spheres and the orthogonality of different \(L\). The algebra of the first route uses four facts: \(\langle\phi|\phi\rangle=1\), \(\langle\phi|\dot\phi\rangle=0\), and the action of \(\mathcal H\) on \(\phi\) and \(\dot\phi\). It holds for any real diagonal \(o\) and Hermitian \(h\), whether or not they come from Laplace envelopes. It shows at once that \(p\) is independent of \(\alpha\), because \(\dot\phi\) is, but it leaves \(p\) as a radial integral.

The second route needs the radial Green identity from the start, hence a local spherical potential and regular solutions, and it needs \(K\) and \(J^\alpha\) to be independent of energy, since the derivatives acted on \(P\) alone. In return \(C-E_\nu\), \(\Delta\), \(o\) and \(p\) are all fixed by \(P\) and its first three derivatives at \(E_\nu\); \(h\) needs in addition only \(S^\alpha\).

Both fail at \(N=0\), where \(o\) diverges and \(P\) has a pole. For \(\alpha=0\), with \(D=s\phi'/\phi\), \(N=s\phi J(l-D)\), so the bare representation is singular when \(D(E_\nu)=l\).

## Position of \(E_\nu\), change of representation, accuracy

Using \(hE_\nu=E_\nu h+[h,E_\nu]\) in the last two terms of \(H\),

\[ H=h(1+oh)+E_\nu O+[h,E_\nu]\,\big[o(1+oh)+ph\big]. \]

The short form \(h(1+oh)+E_\nu O\) is valid when \(h\) commutes with \(E_\nu\), for instance with one common \(E_\nu\).

If \(1+oh\) is invertible, \(\chi(1+oh)^{-1}=\phi+\dot\phi\,h^\gamma\) with \(h^\gamma=h(1+oh)^{-1}\). This is the representation with \(o=0\), reached by \(\alpha=\gamma=W\{\dot\phi,J\}/W\{\dot\phi,K\}\); there \(O=1+h^\gamma ph^\gamma\). Each \(K^\alpha\) is \(K^0\) times an invertible matrix and augmentation is linear, so at fixed \(l_{\max}\) the admissible representations span one space and share their eigenvalues.

The reference for accuracy is the KKR-ASA problem: \(\psi=\sum_L\phi_L(E)c_L\) has the boundary data of a combination of the \(K^\alpha\), which by the boundary form of \(\phi^\alpha(E)\) requires \(\det[P(E)-S^\alpha]=0\). Take a common \(E_\nu\), \(\varepsilon=E-E_\nu\), and a non-degenerate root. Let \(\tilde\chi\) be the combination of LMTOs with the same boundary data. The remainder \(\delta=\psi-\tilde\chi\) has zero value and slope at \(s\), and to leading order \(\delta=\tfrac12\varepsilon^2\sum_L(\ddot\phi+3p\phi)_Lc_L\). No surface term arises on moving \(\mathcal H\) off \(\delta\), so \(\langle\tilde\chi|\mathcal H-E|\tilde\chi\rangle=\langle\delta|\mathcal H-E|\delta\rangle=O(\varepsilon^4)\). The residual \(\langle\chi_L|\mathcal H-E|\tilde\chi\rangle=-\langle(\mathcal H-E)\chi_L|\delta\rangle\) is \(O(\varepsilon^2)\) and shifts the eigenvalue in second-order perturbation theory, again at \(O(\varepsilon^4)\).

One channel shows the role of each term. Differentiating \(W\{\phi,\ddot\phi\}=0\) gives \(W\{\phi,\dddot\phi\}=3p\), so the \(\dot\phi\) component of \(\dddot\phi\) at \(s\) is \(-3p\). Then \(\phi(E)\doteq(1-\tfrac32p\varepsilon^2)\phi+(\varepsilon-\tfrac12p\varepsilon^3)\dot\phi+\dots\), and the ratio is \(h^\gamma=\varepsilon+p\varepsilon^3+O(\varepsilon^4)\). The estimate \(E_\nu+h^\gamma\) errs by \(p\varepsilon^3\). The full problem gives \(h^\gamma/(1+p\,h^{\gamma2})=\varepsilon+O(\varepsilon^4)\), so \(hph\) removes that error. Inverting \(h^\gamma=h/(1+oh)\) gives \(h=\varepsilon+o\varepsilon^2+\dots\), so \(E_\nu+h\) errs at second order.

## Worked example

The model is an fcc crystal with \(s=w=2.5\) bohr (\(a=6.397\) bohr), \(V=-V_0(1-r^2/s^2)^2\), \(V_0=2\) Ry, an spd basis, \(E_\nu=-0.2,\,0.1,\,0.3\) Ry for s, p, d, and \(\mathbf k=(0.4911,0.2947,0.0982)\) bohr\(^{-1}\). The choice \(\alpha_l=0.7^{2l+1}/[2(2l+1)]=0.35,\,0.0572,\,0.0168\) makes \(J^\alpha\) vanish at \(0.7w\). The matrix \(S^\alpha(\mathbf k)\) comes from a 135-site cluster. Its anti-Hermitian residue, \(7.6\times10^{-4}\), is removed by symmetrising, and the bare element \(S^0_{ss}(\mathbf k)\) recovered from it, \(0.4375\), is close to the Ewald value \(0.4376\); with Ewald sums for all elements the screened \(S_{ss}\) and \(\operatorname{Im}S_{sx}\) used below become \(2.1958\) and \(4.2609\) instead of \(2.1955\) and \(4.2605\), the lowest level rises by \(1.6\times10^{-5}\) Ry, and the next three move by up to \(2\times10^{-4}\) Ry. Finer digits below refer to this symmetrised matrix, not to the infinite crystal.

For the s channel \(P=0.74688\), \(\dot P=9.3436\) Ry\(^{-1}\), \(\ddot P=-4.1637\) Ry\(^{-2}\), so \(o_s=-4.1637/(2\times9.3436)=-0.2228\) Ry\(^{-1}\), \(C-E_\nu=-0.74688/9.3436=-0.0799\) Ry and \(\Delta_s=1/9.3436=0.10703\) Ry. With \(S_{ss}=2.1955\), \(h_{ss}=-0.079935+0.10703\times2.1955=0.1550\) Ry. With \(\Delta_p=0.06556\) Ry, \(\operatorname{Im}h_{sx}=\sqrt{0.10703\times0.06556}\times4.2605=0.3569\) Ry.

Because \(h\) is Hermitian, \((hdh)_{ss}=\sum_ld_lT_l\) for diagonal \(d\), with \(T_l=\sum_m|h_{s,lm}|^2=0.02404,\,0.16399,\,0.05271\) Ry\(^2\). The parameters are \(o=-0.2228,\,-0.4959,\,-0.5766\) Ry\(^{-1}\) and \(p=0.28478,\,0.03703,\,0.00990\) Ry\(^{-2}\). Then

- \(2o_sh_{ss}=-0.06909\),
- \(\sum o^2T=0.00119+0.04033+0.01752=0.05904\),
- \(\sum pT=0.00685+0.00607+0.00052=0.01344\),

and \(O_{ss}=1-0.06909+0.05904+0.01344=1.00339\). The three parts of \(H_{ss}\), in Ry, are

- \(h_{ss}+\sum oT=0.15504-0.00536-0.08132-0.03039=0.03797\),
- \(E_{\nu s}(1+2o_sh_{ss})+\sum E_\nu o^2T=-0.18618-0.00024+0.00403+0.00526=-0.17713\),
- \(\sum E_\nu pT=-0.00137+0.00061+0.00016=-0.00060\),

giving \(H_{ss}=-0.1398\) Ry. In the numerical check the orbitals are built by solving the matching equations and integrated in three dimensions with a Cartesian finite-difference Laplacian; all elements of \(H\) agree with the formula within \(3.4\times10^{-9}\) Ry. Dropping the commutator term changes the worst element by \(0.034\) Ry.

Matrix elements depend on the representation: \(O_{ss}\) is \(1.0668\) for \(\gamma\) and \(1.4302\) for \(\alpha=0\). The bare \(o\) is much larger in magnitude. From \(o=-(\dot\phi/\phi)\,[l-D(\dot\phi)]/[l-D(\phi)]\), the s value is \(-(-0.35221/0.25983)(-2.9504/1.4206)=-2.815\) Ry\(^{-1}\). The lowest levels, \(-0.2322,\,1.0045,\,1.4286,\,1.9340\) Ry, coincide in the three representations to about \(10^{-13}\) Ry. This agreement shows that the three bases span one space and is no measure of accuracy: the upper three levels lie far from the \(E_{\nu l}\) and are \(0.022\), \(0.042\) and \(0.062\) Ry above the corresponding KKR-ASA roots, and adding f waves (\(E_\nu=0.3\) Ry) lowers them by about \(0.04\), \(0.07\) and \(0.12\) Ry.

The lowest level, \(-0.23223\) Ry (\(-3.1596\) eV), lies \(1.45\times10^{-5}\) Ry above the KKR-ASA root, \(-0.23224\) Ry (\(-3.1598\) eV). These digits compare two treatments of the same spd problem. Adding f waves raises the level by \(2.4\times10^{-4}\) Ry, and a converged plane-wave solution for the superposed wells gives \(-0.23475\) Ry. With a common \(E_\nu\) placed \(0.1\) and \(0.05\) Ry above the root, the error relative to the root falls from \(5.2\times10^{-6}\) to \(3.1\times10^{-7}\) Ry, an observed order of \(4.08\). The eigenvalues of \(E_\nu+h^\gamma\) and \(E_\nu+h\) show orders \(3.07\) and \(1.87\). Their errors are negative, as \(p\varepsilon^3\) with \(\varepsilon<0\) and \(o\varepsilon^2\) with \(o<0\) are in the one-channel formulas. The last order is still below 2: for \(E_\nu\) placed \(0.2\), \(0.1\) and \(0.05\) Ry above the root its errors are \(-8.842\), \(-2.809\) and \(-0.771\) in units of \(10^{-3}\) Ry, so the ratios on halving are \(8.842/2.809=3.15\) and \(2.809/0.771=3.64\), rising toward 4.

The fourth-order statement concerns linearisation and says nothing about the ASA itself. For \(V_0=0\) and \(E_\nu=k^2=0.3376\) Ry, the LMTO level and the KKR-ASA root are both \(0.3361\) Ry, which is \(0.44\%\) below the free-electron value \(k^2\). Since the two agree, linearisation is not the cause of this deviation. It is the net effect of the approximations they share (the sphere geometry, the Laplace envelopes, the spd cutoff and the finite cluster), whose contributions differ in size and sign. Ewald structure constants in place of the cluster raise the level by only \(2\times10^{-5}\) Ry, and raising \(l_{\max}\) to 3 and 4 enlarges the deviation to \(0.60\%\) and \(0.61\%\), so the spd cutoff hides part of it. The shares of the sphere geometry and of the Laplace envelopes are not separated here.

## Numbers as computed

```
s = w = 2.5 bohr, V0 = 2.0 Ry, hard radius/w = 0.7, a = 6.39719 bohr, sites = 135
k (1/bohr): 0.49109  0.29465  0.09822,  k^2 = 0.337636 Ry
Enu [Ry] (s,p,d): -0.200000  0.100000  0.300000
alpha (s,p,d): 0.350000  0.057167  0.016807
gamma (s,p,d): 0.373429  0.106263  0.060200
phi(s) [bohr^-3/2] (s,p,d): 0.259827  0.489571  0.620977
phidot(s) [bohr^-3/2/Ry] (s,p,d): -0.352211  -0.139724  -0.080295
D(phi) (s,p,d): -1.420557  0.430175  1.540546
D(phidot) (s,p,d): 2.950356  6.277708  9.562754
N [bohr^-1/2] (s,p,d): 0.365761  0.286271  0.189799
P (s,p,d): 0.746883  -10.389990  -37.138934
Pdot [1/Ry] (s,p,d): 9.343625  15.252968  34.699336
Pddot [1/Ry^2] (s,p,d): -4.163742  -15.128011  -40.011942
o [1/Ry] (s,p,d): -0.222812  -0.495904  -0.576552
p [1/Ry^2] (s,p,d): 0.284775  0.037034  0.009896
C-Enu [Ry] (s,p,d): -0.079935  0.681178  1.070307
Delta [Ry] (s,p,d): 0.107025  0.065561  0.028819
cluster anti-Hermitian residue of S(k) = 7.6e-04
bare S_ss(k): unscreened 0.43748, Ewald 0.43762
S_ss = 2.195525, Im S_sx = 4.260536
h_ss = 0.155041 Ry, Im h_sx = 0.356886 Ry
T_l = sum_m |h_s,lm|^2 [Ry^2] (s,p,d): 0.024038  0.163990  0.052712
O_ss parts: 2 o h = -0.069090, sum o^2 T = 0.059044, sum p T = 0.013440
O_ss formula = 1.003394, quadrature = 1.003394
H_ss parts [Ry]: h(1+oh) 0.037970, (1+ho)E(1+oh) -0.177131, hEph -0.000605
H_ss formula = -0.139766 Ry, quadrature = -0.139766 Ry
Im O_sx formula = -0.172136, quadrature = -0.172136
Im H_sx formula = 0.229322 Ry, quadrature = 0.229322 Ry
max |O-Oquad| = 3.5e-15, max |H-Hquad| = 3.4e-09 Ry, max |Hquad-Hquad^+| = 6.1e-10 Ry
s wave: <phi|H-E|phidot> = 1.000000, <phidot|H-E|phi> = 0.000000
max error if Enu is pulled to the left of O = 0.0340 Ry
h_ss: gamma 0.400487 Ry, bare -0.026331 Ry
O_ss: gamma 1.066782, bare 1.430232
o bare [1/Ry] (s,p,d): -2.815364  -2.643386  -2.128395
lowest 4 levels, alpha [Ry]: -0.232228  1.004510  1.428594  1.933960
lowest 4 levels, gamma [Ry]: -0.232228  1.004510  1.428594  1.933960
lowest 4 levels, bare [Ry]: -0.232228  1.004510  1.428594  1.933960
max level difference between representations = 1.2e-13 Ry
LMTO level = -0.2322282 Ry = -3.15963 eV
KKR-ASA root = -0.2322427 Ry = -3.15982 eV, difference = 1.45e-05 Ry
Enu-E = 0.2 Ry: error full 9.339e-05, Enu+h_gamma -2.164e-03, Enu+h_alpha -8.842e-03 Ry
Enu-E = 0.1 Ry: error full 5.245e-06, Enu+h_gamma -2.455e-04, Enu+h_alpha -2.809e-03 Ry
Enu-E = 0.05 Ry: error full 3.110e-07, Enu+h_gamma -2.926e-05, Enu+h_alpha -7.710e-04 Ry
observed orders (full, h_gamma, h_alpha): 4.08  3.07  1.87
empty lattice: LMTO 0.336144 Ry, KKR-ASA 0.336144 Ry, relative to k^2 -0.44 %
```
